Parity-violating energy of chiral molecules: gamma5 expectation and spin-orbit response

**A spinor at one nucleus**

Let a Dirac electron have the upper two-component function φ and the lower one χ, and suppose that near a nucleus at r = 0

φ = (s + a·r + i g σ·r) η,

where s, g and the vector a are real, σ are the Pauli matrices and η is a constant spinor with η†η = 1. In Hartree atomic units, with p = −i∇ and the speed of light c = 137.036, slow electrons have χ = σ·pφ/(2c). The weak interaction with the nucleus measures ψ†γ5ψ, where γ5 exchanges upper and lower components:

γ5 = [[0, 1], [1, 0]],  ψ†γ5ψ = φ†χ + χ†φ = 2 Re φ†χ.

At the nucleus φ = sη. Since σ·∇(a·r) = σ·a and σ·∇(σ·r) = σ_jσ_j = 3,

σ·pφ = −i σ·a η + 3g η,
ψ†γ5ψ = (s/c) Re(−i η†σ·a η + 3g) = 3sg/c.

In this φ the real p admixture a drops out because η†σ·a η is real. What remains is the admixture i g σ·r, which ties spin to position and is 90° out of phase with s. A spin-free Hamiltonian with real orbitals does not produce it, but spin-orbit coupling in a chiral molecule does, with g of order c⁻². The result is then of order c⁻³. Inversion r → −r reverses g relative to s, so mirror-image molecules have opposite values.

Spin-orbit coupling can also change the amplitude at the nucleus from s to s + iσ·b, where b is a real vector of order c⁻². The p admixture a then contributes after all. Since Re η†(−iσ·b)(−iσ·a)η = −a·b,

ψ†γ5ψ = (3sg − a·b)/c.

Inversion reverses a but not b, so this term changes sign as well. Formula (1) below contains only admixtures of empty orbitals. There φ_i∇φ_a has the form of the first term and φ_a∇φ_i that of the second, and in the two molecules treated at the end the second is by far the larger. Mixing among occupied orbitals also changes g and b of the individual orbitals, but its contributions to the two terms cancel in the total.

A Dirac calculation contains g and b from the start and needs one expectation value. A nonrelativistic calculation must first generate them by perturbation theory. The theorem makes this precise.

**Setting and theorem**

The nuclear-spin-independent electron-nucleus interaction is, per electron,

H_PV = (G_F/2√2) Σ_A Q_A γ5 ρ_A(r),  Q_A = Z_A(1 − 4 sin²θ_W) − N_A.

Here G_F is the Fermi constant, θ_W the weak mixing angle, and Z_A, N_A the proton and neutron numbers. The nucleon density ρ_A integrates to one. The assumptions are:

(A) The nuclei are fixed and of finite size. The electrons form a closed shell of independent particles in a real, spin-free, local potential v(r).

(B) The nonrelativistic orbitals φ_i, with energies ε_i, are real and spatially nondegenerate, and a gap separates occupied (i) from empty (a) orbitals.

(C) Velocities are small enough for an expansion in 1/c. This is used in parts 2 and 3, not in part 1.

**Theorem.**

1. To first order in G_F,

E_PV = (G_F/2√2) Σ_A Q_A Σ_occ ∫ρ_A ψ†γ5ψ d³r,

summed over occupied positive-energy Dirac spinors. Mirror images have opposite E_PV.

2. The leading term for large c is the mixed second-order energy of

h_PV = (G_F/(4√2 c)) Σ_A Q_A {σ·p, ρ_A},
h_SO = σ·(∇v×p)/(4c²),

where braces denote the anticommutator. Written with real spatial integrals it is

E_PV = (G_F/(4√2 c³)) Σ_A Q_A Σ_ia a^A_ia·x_ai/(ε_i − ε_a),   (1)

a^A_ia = ∫ρ_A(φ_i∇φ_a − φ_a∇φ_i) d³r,  x_ai = ∫v ∇φ_a×∇φ_i d³r.

Without spin-orbit coupling this order vanishes, even when scalar relativistic terms are kept.

3. For valence electrons, a term with h_PV acting at nucleus A and h_SO at nucleus B grows as Q_A Z_A² Z_B². If all heavy nuclei are scaled together, Q_A ∝ Z, and geometry, energy gaps and outer orbital shapes stay comparable, the leading power is Z⁵.

Both descriptions are of first order in G_F. The word "response" refers to the second perturbation, h_SO, which the Dirac spinors already contain.

**Proof of part 1**

The unperturbed energy is a sum of one-particle energies. A small one-particle perturbation changes that sum by the sum of its expectation values, which gives the stated formula.

For the symmetry, let ψ′(r) = βψ(−r) be a spinor of the inverted molecule, with β = diag(1, 1, −1, −1). Since βγ5β = −γ5, the value of ψ′†γ5ψ′ at −r is minus that of ψ†γ5ψ at r. The nuclear densities are inverted too, so the integral changes sign. If a rotation brings the inverted molecule back onto the original, E_PV must equal its own negative and vanishes; a chiral molecule escapes this conclusion.

Time reversal acts as complex conjugation followed by σ_y on both components. It commutes with γ5, so the two members of a Kramers pair contribute equally and do not cancel. ∎

**Lemma 1 (elimination of the lower component)**

With the rest energy subtracted, the Dirac equation reads

vφ + cσ·pχ = Eφ,
cσ·pφ + (v − 2c²)χ = Eχ.

The second line gives

χ = (2c² + E − v)⁻¹ cσ·pφ = (1/2c)[1 + (v − E)/(2c²) + …]σ·pφ.   (2)

Inserted in the first line, with (σ·p)² = p², this becomes

[p²/2 + v + (1/4c²) σ·p(v − E)σ·p]φ = Eφ.

The product rule σ_jσ_k = δ_jk + iε_jkl σ_l gives

σ·p v σ·p = p·v p + iσ·(p×v p).

In p×v p the first p acts on v and on everything to its right. The second part is v p×p = 0, and the first is −i∇v×p. Therefore

σ·p v σ·p = p·v p + σ·(∇v×p).   (3)

The last term, divided by 4c², is h_SO. The others, p·v p and −E p², are real and spin-free. ∎

**Lemma 2 (real orbitals give nothing)**

For real functions u, w, f and a constant spinor η,

Re[(uη)† f σ·p(wη)] = Re[−i f u ∇w·(η†ση)] = 0,

because η†ση is a real vector. ∎

**Proof of part 2**

By (2), the density in part 1 is

2 Re φ†χ = (1/c) Re φ†[1 + (v − E)/(2c²)]σ·pφ + O(c⁻⁵).

Up to normalization, φ is φ_iη plus a scalar correction and a spin-orbit correction, both of order c⁻². The scalar correction is a real function times η. Lemma 2 then removes

- the term of order c⁻¹, with φ_i on both sides;
- the term with (v − E), taking f = v − E;
- the scalar correction of the orbital;
- the change of normalization, which multiplies a vanishing quantity.

What remains at order c⁻³ is the spin-orbit correction δφ on either side of σ·p:

(1/c) Re ∫ρ_A[δφ†σ·pφ_iη + (φ_iη)†σ·pδφ] d³r = 2 Re⟨iη|{σ·p, ρ_A}/(2c)|δφ⟩.

Multiplication by G_FQ_A/(2√2) turns the operator into h_PV. First-order perturbation theory gives

δφ = Σ_q |q⟩⟨q|h_SO|iη⟩/(ε_i − ε_q),

where q runs over spin orbitals with a spatial part other than φ_i. The coupling inside the pair belonging to φ_i vanishes, since x_ii = ∫v∇φ_i×∇φ_i = 0. If q is occupied, the term with i and q interchanged has the same real numerator and the opposite denominator, and the two cancel. Thus

E_PV = 2 Re Σ_ia ⟨i|h_PV|a⟩⟨a|h_SO|i⟩/(ε_i − ε_a)   (4)

over occupied and empty spin orbitals.

It remains to sum over spin. For real orbitals p, standing on the right, acts on φ_a; moved to the left it acts on φ_i with the opposite sign:

⟨φ_i|{p, ρ_A}|φ_a⟩ = −i∫ρ_A(φ_i∇φ_a − φ_a∇φ_i) = −i a^A_ia.

For the other operator, ∇v×∇φ_i = ∇×(v∇φ_i). Integration by parts, with ∇×(φ_aF) = φ_a∇×F + ∇φ_a×F and no surface term, gives

⟨φ_a|∇v×p|φ_i⟩ = −i∫φ_a∇×(v∇φ_i) = +i∫v∇φ_a×∇φ_i = i x_ai.

The phases combine to (−i)(i) = 1, and the spin sum is Tr σ_jσ_k = 2δ_jk. The prefactor of (4) becomes

2 · G_F/(4√2 c) · 1/(4c²) · 2 = G_F/(4√2 c³),

which is (1). ∎

**Remark (self-consistency).** Suppose v is a Kohn-Sham potential that depends locally on density and spin density. To first order, h_SO changes neither. The density change contains Tr σ_k = 0, and the spin-density change is the real part of i x_ai times real orbital products. Scalar relativity does change the density, but it leaves v real and spin-free, so it affects E_PV at a higher order. Formula (1) therefore needs no coupled response in such a functional. With orbital exchange the argument fails, because the off-diagonal density matrix does respond.

**Remark (different potentials).** If the lower Dirac equation contains another real potential U in place of v, the proof is unchanged and h_SO and x_ai contain U. The worked example uses this freedom.

**Lemma 3 (valence electrons near a nucleus)**

Let u(r) = rR(r) be a valence radial function with energy near zero. Where the nuclear field −Z/r dominates,

u″ + [2Z/r − l(l+1)/r²]u = 0.

The regular solution is proportional to √(2r) J_{2l+1}(√(8Zr)), with J a Bessel function. Its constant factor follows from the outer region. In the semiclassical approximation a solution normalized per unit energy has amplitude √(2/(πk)) throughout the allowed region, with k = √(2(E − v)). For large argument, J(z) has amplitude √(2/(πz)), so the inner function has amplitude

√(2r) √(2/π) (8Zr)^(−1/4) = √(2/π) (2Z/r)^(−1/4).

This equals √(2/(πk)) with k = √(2Z/r), so the factor is one. The small-argument forms J₁(z) ≈ z/2 and J₃(z) ≈ z³/48 then give

R_s(0) = 2Z^(1/2),  R_p′(0) = (2/3)Z^(3/2).   (5)

For spin-orbit coupling we need ⟨v′/r⟩ = Z∫u²/r³ dr with l = 1. Put F = 2/r² − 2Z/r, so that u″ = Fu. Multiplying by 2u′ and integrating gives

[u′² − Fu²] + ∫F′u² dr = 0.

The bracket vanishes at the origin, where u ∝ r², and at large r, where it is of order k → 0. With F′ = −4/r³ + 2Z/r²,

∫u²/r³ dr = (Z/2)∫u²/r² dr.

Substituting z = √(8Zr), dr/r = 2dz/z, and using the standard integral ∫J₃² dz/z = 1/6,

∫u²/r² dr = 2∫J₃² dr/r = 4∫J₃² dz/z = 2/3.

Hence ⟨v′/r⟩_p = Z²/3. ∎

**Proof of part 3**

A bound orbital is the energy-normalized one times √(dε/dn), where dε/dn is the local level spacing. This factor belongs to the outer region and is taken as comparable along the series. At nucleus A, the vector a^A_ia joins the s part of one orbital to the gradient of the p part of another. By (5) it scales as Z_A^(1/2) Z_A^(3/2) = Z_A². At nucleus B, spin-orbit coupling between p parts scales as Z_B². With the weak charge the term grows as Q_A Z_A² Z_B², that is as Z_A³ Z_B² for Q_A ∝ Z_A. Equal scaling of both nuclei gives Z⁵. ∎

**Remark (corrections to the power).** Screening adds a nearly constant potential at the nucleus. For the Tietz-screened ion

v = −[1 + (Z − 1)/(1 + br)²]/r,  b = 0.536 Z^(1/3)/0.8853,

expansion at small r gives −Z/r + 2b(Z − 1). The constant is about 1.21 Z^(4/3), so near the nucleus the electron has the effective energy e = −1.21 Z^(4/3). In a pure Coulomb field the squared p slope per unit energy carries the factor 1 − 1/n² = 1 + 2e/Z². The slope is thus reduced by a relative amount of about 1.21 Z^(−2/3). Radial integration gives reductions of 11% at Z = 34 and 1.2% at Z = 1000, where the estimate gives 11.5% and 1.2%. At Z = 8 the reduction is 27%.

The spin-orbit integral is reduced as well, by 22% at Z = 8 and 0.2% at Z = 1000. As both reductions fade with increasing Z, the local power exceeds five. With Q_A ∝ Z it is 5.35 between Z = 8 and 16, 5.13 between 34 and 52, and 5.005 between 1000 and 10000. The last interval is a mathematical limit of the nonrelativistic model, not a series of atoms. In real heavy atoms Z/c is not small: assumption (C) fails before the asymptotic power is reached, and part 1 must be used directly.

**Two molecules**

The theorem was applied to H₂O₂ and H₂S₂ at chosen round geometries. The bonds are O–O 2.8 and O–H 1.8 bohr, and S–S 3.9 and S–H 2.5 bohr, with bond angles of 100° and a dihedral angle of +45°. The potential is that of the nonrelativistic local density approximation (LDA), kept frozen in the Dirac equation. The lower-component block contains the nuclear field alone. Electronic screening of spin-orbit coupling is therefore missing, as are relativistic relaxation of the potential, the Breit interaction and correlation beyond LDA. Nuclei are points, so the finite size required by assumption (A) is missing. At a point charge the Dirac contact density diverges weakly, as r^(2γ−2) with γ = √(1 − Z²/c²), and only the finite Gaussian basis keeps it finite. The basis is also small: with three d shells on the heavy atoms, two p shells on hydrogen and three steeper s and p functions, the magnitude of the response changes by −1.1% in H₂O₂ and +3.2% in H₂S₂, and that of the four-component value by −0.4% and +5.7%. The digits quoted below therefore serve to compare two calculations in the same basis, not to predict the energy.

With sin²θ_W = 0.22305 the weak charge of oxygen with eight neutrons is

Q_O = 8(1 − 0.8922) − 8 = −7.138.

Sulfur with sixteen neutrons has twice this value. For N = Z, Q = −4Z sin²θ_W is proportional to Z, as part 3 requires.

For H₂O₂ the four-component expectation value is −7.42×10⁻¹⁹ hartree, or −4.9×10⁻³ Hz as a frequency. The mirror image gives the same magnitude with a positive sign, so the two forms differ by 1.48×10⁻¹⁸ hartree. With spin-orbit coupling removed from the Dirac equation, but scalar relativity kept, the value falls to 4×10⁻²⁶ hartree, about 5×10⁻⁸ of the full one in magnitude. This tests the causal statement in part 2.

To isolate the leading order, c was doubled. A pure c⁻³ law would reduce E_PV by 8; the computed ratio is 8.116. If c³E_PV = L + K/c², the constant K is eliminated by

L/c³ = [4·8·E_PV(2c) − E_PV(c)]/3
= [32(−0.914666) + 7.42318]/3 × 10⁻¹⁹ hartree = −7.282×10⁻¹⁹ hartree, 

with E_PV(2c) = −0.914666×10⁻¹⁹ hartree. Formula (1) gives −7.282×10⁻¹⁹ hartree as well. In this basis, higher relativistic orders thus add 1.9% in H₂O₂, relative to the leading term. In H₂S₂ the four-component value is −2.258×10⁻¹⁷ and the response −2.136×10⁻¹⁷ hartree, a difference of 5.7% of the response. Both percentages belong to the chosen basis; in the larger basis described above they become 2.6% and 8.3%. They depend on how far its steepest functions resolve the divergence at the point nuclei, and finite nuclei are needed to give them a definite value.

**Remark (finite basis).** The lower component is expanded in the functions σ·pχ_μ/(2c), where χ_μ are the real basis functions of the upper one. Let C and d be the upper and lower coefficients, T the kinetic matrix and W the matrix of σ·p U σ·p. The lower Dirac equation is

TC + (W/4c² − T)d = E T d/(2c²),
d = C + T⁻¹[W/4c² − E T/(2c²)]C + O(c⁻⁴).

The spin-dependent part of W is iσ·X, with X_μν = ∫U∇χ_μ×∇χ_ν. In a complete basis its effect on d is part of the (v − E) term, which Lemma 2 removes. In a finite basis projection leaves

(G_F/(4√2 c³)) Σ_A Q_A Σ_i Σ_k C_iᵀ g^A_k T⁻¹ X_k C_i,  (g^A_k)_μν = χ_μ(R_A)∂_kχ_ν(R_A),

where C_i now holds the real nonrelativistic coefficients. For H₂O₂ this is −6×10⁻²³ hartree, 8×10⁻⁵ of the response. The extrapolated value agrees with response plus residue to 3.5×10⁻⁵, relative to their sum. The residue is too small for this comparison to confirm its own formula separately.

**Which nuclei contribute, and the observed power**

The response can be divided according to the nucleus at which each operator acts. In H₂O₂, the terms with h_PV on one oxygen and h_SO on the other give −7.24×10⁻¹⁹ hartree. Terms with both on the same oxygen give +0.05×10⁻¹⁹, and those involving hydrogen −0.08×10⁻¹⁹. In H₂S₂ the terms with two different sulfur nuclei again carry nearly everything, −2.139×10⁻¹⁷ out of −2.136×10⁻¹⁷ hartree. The power counting of part 3 does not predict this dominance, since it assigns the same power to same-nucleus terms. In these two molecules at this geometry, however, the cross term Z_A³Z_B² is the relevant one, and it still carries over 99% of the response in the larger basis. If only nucleus A were made heavier, the leading power of the cross terms would be Z_A³; a leading power Z_A⁵ could then come only from the same-nucleus term, which is small here.

From oxygen to sulfur Z doubles, and the response grows by 21.36/0.7282 = 29.3. The effective power is

ln 29.3/ln 2 = 4.87,

and 4.93 for the four-component values. A factor of 2⁵ = 32 would be the pure law. The radial model gave 5.35 over the same interval. The molecular value also contains changes in bond lengths, gaps and orbital shapes, and its spin-orbit field is unscreened; these influences were not separated. Basis error matters too: an error of ten percent in the ratio shifts the power by 0.14, and the larger basis described above moves the two powers to 4.94 and 5.01. Two molecules cannot establish a power law. The support for Z⁵ comes from Lemma 3 and the radial integration, and the molecules show an effective power close to it at the one dihedral angle computed.

The comparison also requires a chirality factor of similar size. At a geometry where the sum in (1) passes through zero, ratios between molecules lose their meaning as powers of Z, although parts 1 and 2 still hold. The remaining values are in the numerical output.

Calculated quantities

```
speed of light c = 137.035999 a.u.
Fermi constant G_F = 2.22252e-14 a.u.
sin^2 of weak mixing angle (on-shell) = 0.22305
weak charge Q_W of H, N=0: 0.1078
weak charge Q_W of O, N=8: -7.1376
weak charge Q_W of S, N=16: -14.2752
H2O2 bonds O-O, O-H: 2.8, 1.8 bohr
H2S2 bonds S-S, S-H: 3.9, 2.5 bohr
bond angle, dihedral angle: 100.0, 45.0 degrees
basis functions H2O2, H2S2: 88, 104
SO integrals, relative quadrature difference: 8.1e-06
H2O2 (energies in hartree)
  four-component E_PV at c: -7.42318e-19
  same in hertz: -4.8842e-03 Hz
  four-component E_PV at 2c: -9.14666e-20
  ratio E_PV(c)/E_PV(2c): 8.1157
  leading c^-3 term from extrapolation: -7.28205e-19
  spin-orbit response: -7.28171e-19
  finite-basis residue: -5.959e-23
  relative mismatch of limit: 3.5e-05
  four-component without spin-orbit: 4.0e-26
  four-component, mirror image: 7.42319e-19
  mirror-image energy difference |2 E_PV|: 1.4846e-18
H2O2 response split by nuclei of h_PV and h_SO (hartree)
  same heavy nucleus: 4.6350e-21
  two different heavy nuclei: -7.2444e-19
  terms with a hydrogen nucleus: -8.3666e-21
H2S2 response split by nuclei of h_PV and h_SO (hartree)
  same heavy nucleus: 5.0791e-20
  two different heavy nuclei: -2.1394e-17
  terms with a hydrogen nucleus: -1.7257e-20
H2S2 (energies in hartree)
  four-component E_PV: -2.25838e-17
  same in hertz: -1.4859e-01 Hz
  spin-orbit response: -2.13609e-17
  finite-basis residue: 6.414e-23
effective Z power O to S, response: 4.875
effective Z power O to S, four-component: 4.927
threshold factors divided by 2Z^(1/2), (2/3)Z^(3/2), Z^2/3
  Z=8: 0.9997 0.7289 0.7761
  Z=16: 0.9999 0.8186 0.8833
  Z=34: 0.9998 0.8859 0.9413
  Z=52: 0.9999 0.9141 0.9626
  Z=1000: 1.0000 0.9879 0.9980
  Z=10000: 1.0000 0.9974 0.9998
local Z powers: contact product, spin-orbit, total with Q_W ~ Z
  Z=8 to 16: 2.168 2.187 5.354
  Z=34 to 52: 2.074 2.053 5.126
  Z=1000 to 10000: 2.004 2.001 5.005
```
